# Moiré Period of Twisted Bilayer Graphene from Lattice Constant and Twist

## Problem

Two identical, unstrained graphene layers lie on top of each other. The lattice constant is $a=0.246$ nm, and one layer is turned relative to the other by $\theta=1.05^\circ$. In some regions the atoms of the two layers sit directly above each other; elsewhere they do not. These regions form a regular pattern, the moiré pattern. What is its period $L$, the shortest distance after which the local stacking repeats?

Both layers are taken as flat and rigid. The lattice constant is the length of the shortest vector that carries a graphene sheet onto itself. It is not the distance between neighbouring atoms, which is $d=a/\sqrt3=0.142$ nm.

## A tempting solution

Turn the upper layer about a point where the atoms of both layers coincide. A point of the layer at distance $r$ from the axis moves along an arc, and the straight line from its old to its new position is the base of an isosceles triangle with two sides $r$ and apex angle $\theta$. Half of that base is $r\sin(\theta/2)$, so the displacement is

$$
|\mathbf u|=2r\sin(\theta/2).
$$

The displacement grows with distance from the axis. Atoms started above atoms, and neighbouring atoms are $d$ apart. The argument then says that the atoms are above atoms again once the displacement has grown to $d$:

$$
2L_{\text{wrong}}\sin(\theta/2)=d .
$$

With $2\sin(0.525^\circ)=0.0183257$ this gives

$$
L_{\text{wrong}}=\frac{0.1420\ \text{nm}}{0.0183257}=7.75\ \text{nm}.
$$

## Where it fails

The expression for the displacement is correct. The fault lies in the condition for repetition: a shift by one bond does not restore the stacking.

Graphene has two atoms per primitive cell, called A and B. Let $\mathbf a_1$ and $\mathbf a_2$ be primitive vectors of length $a$, with $60^\circ$ between them. Put the A atoms on the lattice sites and the B atoms at

$$
\boldsymbol\delta=\tfrac13(\mathbf a_1+\mathbf a_2)
$$

from them. Since $\mathbf a_1\cdot\mathbf a_2=a^2/2$, we have $|\mathbf a_1+\mathbf a_2|^2=a^2+a^2+a^2=3a^2$, and therefore $|\boldsymbol\delta|=a/\sqrt3=d$, as it should be. The third special position in the cell, $2\boldsymbol\delta$, is the empty centre of a hexagon.

Now shift the upper layer by $\boldsymbol\delta$, starting from perfect coincidence. Its A atoms move from $0$ to $\boldsymbol\delta$ and lie above B atoms. Its B atoms move from $\boldsymbol\delta$ to $2\boldsymbol\delta$ and lie above hexagon centres. Half of the upper atoms have lost their partners. This is AB stacking, whereas the starting arrangement was AA stacking.

A second shift by $\boldsymbol\delta$ does not help. The A atoms are then above hexagon centres and the B atoms, at $3\boldsymbol\delta=\mathbf a_1+\mathbf a_2$, are above A atoms. This is BA stacking. The third shift brings the total to $3\boldsymbol\delta$, a lattice vector, and restores AA. The length 7.75 nm is thus a real length in the pattern, but it is the distance from the centre of an AA region to the centre of a neighbouring AB region.

The stacking repeats when the relative displacement has changed by a lattice vector. The shortest of these has length $a$, not $d$.

## The right solution

### The local displacement

Let $R$ be the counterclockwise rotation by $\theta$ about a common lattice site, which is taken as origin. A site $\mathbf m$ of the original lattice becomes the site $\mathbf r=R\mathbf m$ of the upper layer. Since $\mathbf m=R^{-1}\mathbf r$, the upper site is displaced from the lower site $\mathbf m$ by

$$
\mathbf u(\mathbf r)=\mathbf r-\mathbf m=(I-R^{-1})\mathbf r ,
$$

where $I$ is the identity. Near $\mathbf r$, the upper layer therefore looks like the lower one shifted by $\mathbf u(\mathbf r)$. For a small twist, $\mathbf u$ changes little over one cell, so the local stacking has a clear meaning. The slight difference in orientation between the layers is the same everywhere and does not affect the repetition.

A shift by a lattice vector leaves the lower lattice unchanged, so only the part of $\mathbf u$ that remains after lattice vectors are removed matters. The stacking at $\mathbf r+\mathbf L$ equals that at $\mathbf r$ if $\mathbf u(\mathbf r+\mathbf L)-\mathbf u(\mathbf r)$ is a lattice vector. Because $\mathbf u$ is linear in $\mathbf r$, this difference is $\mathbf u(\mathbf L)$, whatever $\mathbf r$ is. The two basic moiré vectors then follow from

$$
(I-R^{-1})\mathbf L_j=\mathbf a_j,\qquad j=1,2 .
$$

### Solving for the period

Write a vector $(x,y)$ as the complex number $x+iy$. The inverse rotation multiplies it by $e^{-i\theta}$, so $I-R^{-1}$ multiplies it by $1-e^{-i\theta}$. Taking out a factor $e^{-i\theta/2}$ gives

$$
1-e^{-i\theta}=e^{-i\theta/2}\left(e^{i\theta/2}-e^{-i\theta/2}\right)
=2i\sin(\theta/2)\,e^{-i\theta/2}.
$$

With $i=e^{i\pi/2}$ this becomes

$$
1-e^{-i\theta}=2\sin(\theta/2)\,e^{i(\pi/2-\theta/2)} .
$$

The map from position to displacement thus multiplies every length by $2\sin(\theta/2)$ and turns every vector by $90^\circ-\theta/2$. Taking lengths in the condition for $\mathbf L_j$ gives $2L\sin(\theta/2)=a$, or

$$
\boxed{L=\frac{a}{2\sin(\theta/2)}}
$$

No shorter repeat of the stacking exists, because all lengths are scaled by the same factor and no nonzero lattice vector is shorter than $a$. The angle between $\mathbf L_1$ and $\mathbf L_2$ is again $60^\circ$, so the AA centres form a triangular lattice.

The numbers are

$$
L=\frac{0.246\ \text{nm}}{2\times0.0091629}
=\frac{0.246\ \text{nm}}{0.0183257}=13.42\ \text{nm}.
$$

**The moiré period is about 13.4 nm**, or 54.6 lattice constants. It exceeds the tempting answer by the factor $a/d=\sqrt3$.

### Direction of the pattern

To undo the turn in the map, $\mathbf L_j$ must point at $-(90^\circ-\theta/2)$ from $\mathbf a_j$. With $\mathbf a_1$ along $x$, the vector $\mathbf L_1$ points at $-89.475^\circ$. The triangular lattice has equivalent directions every $60^\circ$, and adding $120^\circ$ gives $30.525^\circ$. A twist of about one degree has turned the pattern by about thirty degrees relative to the atomic lattice. The reason is that a rotation displaces points sideways: to gain a displacement along $\mathbf a_1$, one must walk almost perpendicular to $\mathbf a_1$.

### Finding the AA regions directly

The period can also be measured on the lattices themselves. Generate the lattice sites (the A atoms only) of both layers on a computer, out to 22 nm from the axis, and find for each lower site the nearest upper site. Keep the lower sites for which this distance is less than $a/4$. They form separate islands around the AA centres. If the B atoms are included as well, the AB and BA regions also give islands, with about half as many atoms and 7.75 nm from the AA centre; these are not repeats of the stacking. The mean distance from the central island to its six neighbours, taken between the averages of their site positions, is 13.422 nm, and the direction is $30.525^\circ$ modulo $60^\circ$. At a twist of $2^\circ$ the same procedure gives 7.050 nm, and the formula gives 7.048 nm. With the threshold $a/4$ the difference from the formula is about 0.002 nm in both cases. It depends on the threshold: for values between $0.15a$ and $0.35a$ it varies irregularly and reaches about 0.03 nm, so the last digits of the measured spacings are not significant. An island consists of discrete sites, so its average position need not coincide perfectly with the AA centre.

## Small and large twists

For small $\theta$ in radians, $2\sin(\theta/2)=\theta-\theta^3/24+\dots$, so

$$
L=\frac a\theta\left(1+\frac{\theta^2}{24}+\dots\right).
$$

Here $\theta=0.018326$, and the simple form $a/\theta$ is too small by a fraction $1.4\times10^{-5}$. It is fully adequate for this problem, provided that the angle is in radians.

As $\theta\to0$ the period grows without bound: two aligned layers have the same stacking everywhere. At large twists $L$ falls to a few lattice constants, $1.93a$ at $30^\circ$. The displacement then changes strongly within one cell, and the picture of a slowly varying stacking loses its use. Twists above $30^\circ$ need no separate treatment for the lattice of sites. A triangular lattice turned by $60^\circ$ coincides with itself, so such a twist can be described by a smaller one, possibly in the opposite sense, and it is this smaller angle that belongs in the formula. At $58.95^\circ$ the islands of coinciding sites are again 13.42 nm apart.

## Does the atomic structure repeat as well?

The period $L$ refers to the local stacking. Exact repetition of all atomic positions is a stronger demand: some vector must belong to both lattices. Take two integers $n>m>0$ and the vectors

$$
\mathbf v=m\mathbf a_1+n\mathbf a_2,\qquad
\mathbf w=n\mathbf a_1+m\mathbf a_2 .
$$

They have the same length,

$$
|\mathbf v|=|\mathbf w|=a\sqrt{m^2+mn+n^2},
$$

because the cross term is $2mn\,\mathbf a_1\cdot\mathbf a_2=mn\,a^2$. If the twist equals the angle between them, it carries $\mathbf w$ onto $\mathbf v$, and $\mathbf v$ belongs to both layers. The difference $\mathbf v-\mathbf w=(n-m)(\mathbf a_2-\mathbf a_1)$ has length $(n-m)a$. It is the base of an isosceles triangle with sides $|\mathbf v|$ and apex angle $\theta$, so

$$
2|\mathbf v|\sin(\theta/2)=(n-m)a
\quad\Longrightarrow\quad |\mathbf v|=(n-m)L .
$$

The vector $\mathbf v$ need not be the shortest common vector: for $(1,4)$, $|\mathbf v|^2=21a^2$, yet a common vector with squared length $7a^2$ exists. For $(m,n)=(31,32)$ the twist is $1.0501^\circ$. The common vector has length $a\sqrt{2977}=13.422$ nm, which is one moiré period. For $(63,65)$ the twist is $1.0337^\circ$, the moiré period is 13.635 nm, and the common vector has length 27.271 nm, twice as much. A computer search through the lattice vectors with coefficients from $-130$ to $130$ finds no shorter common vector in either case. A tiny change of twist can thus double the exact atomic period, while the moiré period changes smoothly. The moiré formula does not require an exact common cell.

The number of atoms follows from areas. The moiré cell is larger than the graphene cell by the factor $(L/a)^2$, and there are two atoms per cell in each of two layers:

$$
N=4\left(\frac La\right)^2\approx 11\,911
$$

at $1.05^\circ$. This is an average per moiré cell. The exact cell of the pair $(31,32)$ contains $4\times2977=11\,908$ atoms.

## How firmly is 13.4 nm fixed?

### Twist and lattice constant

Differentiating the formula gives

$$
\frac{dL}{d\theta}
=-\frac{a\cos(\theta/2)}{4\sin^2(\theta/2)}
=-\frac L2\cot(\theta/2),
$$

which is $-12.8$ nm per degree here. A spread of $\pm0.05^\circ$ in twist, with $a$ fixed, corresponds to periods from 12.81 to 14.09 nm.

The lattice constant matters less. At fixed twist $L$ is proportional to $a$, so rounding $a$ by 0.0005 nm changes $L$ by 0.027 nm. A common change of both lattice constants by 0.1%, in either direction, as a rough allowance for temperature, changes it by 0.013 nm.

### Sliding one layer

If the upper layer is also shifted by a constant vector $\mathbf s$, its sites are $\mathbf r=R\mathbf m+\mathbf s$. Then $\mathbf m=R^{-1}(\mathbf r-\mathbf s)$, and the displacement becomes

$$
\mathbf u(\mathbf r)=(I-R^{-1})\mathbf r+R^{-1}\mathbf s .
$$

The constant drops out of $\mathbf u(\mathbf r+\mathbf L)-\mathbf u(\mathbf r)$, so the period is unchanged. The AA centre that was at the origin moves to the point where $\mathbf u=0$, at distance $|\mathbf s|/[2\sin(\theta/2)]$. A slide of 0.05 nm moves the pattern by 2.73 nm. The pattern magnifies a slide by the same factor, 54.6, by which it magnifies the lattice.

### Strain in one layer

Suppose that the upper layer is stretched by $\varepsilon=0.3\%$ along one axis and contracts across it by $\nu\varepsilon$, with $\nu=0.16$. These are rough values. Let $S$ be the stretch and $F=SR$ the whole deformation. The derivation above used only the linearity of the map, so

$$
(I-F^{-1})\mathbf L_j=\mathbf a_j .
$$

For small twist and strain, write $S=I+e$ and $R\approx I+\theta J$, where $J$ is a turn by $90^\circ$. To first order $F^{-1}\approx I-\theta J-e$, and hence

$$
I-F^{-1}\approx\theta J+e .
$$

The strain $e$ competes with $\theta$, not with 1. This is why a small strain has a large effect. Its uniform part is $\bar e=\varepsilon(1-\nu)/2=0.00126$. The remainder stretches one axis and shrinks the other by $g=\varepsilon(1+\nu)/2=0.00174$.

The twist and the uniform part act at right angles, so together they multiply every length by $\sqrt{\theta^2+\bar e^2}=0.01837$. The remainder adds a vector whose length is $g$ times that of the original, in a direction that depends on the original. The total factor therefore lies between $0.01837-0.00174$ and $0.01837+0.00174$. Dividing $a$ by these limits gives periods between about 12.2 and 14.8 nm.

Solving the full matrix equation for strain along $\mathbf a_1$ gives three unequal periods, belonging to $\mathbf L_1$, $\mathbf L_2$ and $\mathbf L_1-\mathbf L_2$. In increasing order they are 12.50, 13.46 and 14.69 nm. When the strain axis is turned through all directions in steps of $1^\circ$, at fixed twist and strain, the periods range from 12.24 to 14.80 nm. A strain of 0.3% thus changes individual periods by up to about 10% of the ideal value.

### Relaxation within the pattern

Real layers also deform within each moiré cell, since AB and BA stacking have lower energy than AA. To illustrate the effect on the geometry, give the upper layer an additional displacement

$$
\mathbf u_{\text{rel}}(\mathbf r)=u_0\sum_{j=1}^3\hat{\mathbf e}_j\sin(\mathbf G_j\cdot\mathbf r),
\qquad u_0=0.01\ \text{nm}.
$$

The $\mathbf G_j$ are three shortest reciprocal vectors of the moiré lattice, $120^\circ$ apart, and $\hat{\mathbf e}_j$ is the unit vector $90^\circ$ counterclockwise from $\mathbf G_j$. This form is prescribed; it is not a computed elastic equilibrium. Near an AA centre it acts as an extra rotation in the same sense as the twist, so the stacking leaves AA sooner. In the site count described above, the central island shrinks from 673 to 367 sites. The spacing of the islands stays at 13.422 nm, as it must for a displacement that itself has the moiré period.

## The result beside real devices

The numbers belong to twisted bilayer graphene near its first magic angle, roughly $1.1^\circ$, where the lowest electronic bands become very narrow. The ideal period of 13.4 nm has the right size for such devices. The assumption that matters most here is that of identical, unstrained layers with one uniform twist. Strain differences of a few tenths of a percent and twist variations of some hundredths of a degree are plausible rough values for fabricated samples. For the values used above, they move the period by up to about 1.4 nm and 0.7 nm respectively, far more than the rounding of $a$ or the common change of both lattice constants.

The same sensitivity limits the reverse use of the formula. A measured period of 13.4 nm gives

$$
\theta=2\arcsin\frac{a}{2L}\approx1.05^\circ
$$

if the layers are unstrained. One measured period cannot by itself separate twist from strain. Three clearly unequal periods, measured in an image that is itself undistorted, show that the ideal model does not apply. Three equal periods do not confirm it: a uniform stretch of one layer by 0.3% gives three equal periods of 13.27 nm at the same twist. If the strain and twist are uniform over the measured region, the matrix condition then replaces the formula for $L$.
